# Continued fractions for quantum Rabi eigenvalues: minimal solutions and basis convergence

## Definitions and conventions

A two-level system of transition frequency \(\Omega\) is coupled to one boson mode of frequency \(\omega\) by

\[
H=\hbar\omega a^\dagger a+\frac{\hbar\Omega}{2}\sigma_z+\hbar g\,\sigma_x(a+a^\dagger),\qquad \omega,g>0 .
\]

The zero-point energy \(\hbar\omega/2\) is omitted, and \(\Omega\) is real. This Hamiltonian is taken as given: one mode, two matter states, no losses. The counter-rotating terms are kept, so the coupling may be comparable to \(\omega\). Define

\[
\eta=\frac g\omega,\qquad \Delta=\frac\Omega\omega,\qquad \varepsilon=\frac{E}{\hbar\omega}.
\]

The operator \(\Pi=\sigma_z(-1)^{a^\dagger a}\) commutes with \(H\). Indeed, \(\sigma_x\) changes sign when it is moved through \(\sigma_z\), and \(a+a^\dagger\) changes sign when it is moved through \((-1)^{a^\dagger a}\); the two signs cancel in the coupling. The sector \(\Pi=p=\pm1\) has the basis \(|n\rangle|s_n\rangle\) with \(\sigma_z|s_n\rangle=s_n|s_n\rangle\) and \(s_n=p(-1)^n\). The coupling changes \(n\) by one and flips the spin, so it joins neighbours in this chain. With amplitudes \(c_n\), the equation \(H\psi=E\psi\) becomes

\[
\hbar g\sqrt{n+1}\,c_{n+1}+(\hbar\omega d_n-E)c_n+\hbar g\sqrt n\,c_{n-1}=0,
\]
\[
d_n=n+p(-1)^n\frac{\Delta}{2}.
\]

Division by \(\hbar\omega\) gives the working recurrence

\[
\eta\sqrt{n+1}\,c_{n+1}+(d_n-\varepsilon)c_n+\eta\sqrt n\,c_{n-1}=0. \tag{1}
\]

At \(n=0\) the last term is absent. For \(n\ge1\) alone, (1) has two independent solutions at every \(\varepsilon\). An eigenvector must also be normalizable and satisfy the \(n=0\) equation.

## The fraction and its tail

Let \(u_n=c_n/c_{n-1}\). Dividing (1) by \(c_n\) and solving for \(u_n\) gives

\[
u_n=-\frac{\eta\sqrt n}{q_n},\qquad q_n=d_n-\varepsilon+\eta\sqrt{n+1}\,u_{n+1}.
\]

Inserting \(u_{n+1}=-\eta\sqrt{n+1}/q_{n+1}\) produces the pivot recurrence

\[
q_n=d_n-\varepsilon-\frac{(n+1)\eta^2}{q_{n+1}}. \tag{2}
\]

The \(n=0\) equation divided by \(c_0\) is \(d_0-\varepsilon+\eta u_1=q_0=0\). Thus the function to be solved is

\[
F(\varepsilon)=q_0=d_0-\varepsilon-\cfrac{\eta^2}{d_1-\varepsilon-\cfrac{2\eta^2}{d_2-\varepsilon-\cdots}}. \tag{3}
\]

A cut after index \(N\) means \(u_{N+1}=0\), hence \(q_N=d_N-\varepsilon\).

The tail converges. Since \(d_n\) grows like \(n\), there is an \(M\) such that \(d_n-\varepsilon\ge\eta(\sqrt n+\sqrt{n+1})\) for all \(n\ge M\). If \(|u_{n+1}|\le1\), then \(q_n\ge\eta\sqrt n\), and so \(-1\le u_n<0\). Backward iteration therefore stays in this range. For two different tails \(u\) and \(u'\),

\[
\frac1{u_n}-\frac1{u'_n}=-\sqrt{\frac{n+1}{n}}\,(u_{n+1}-u'_{n+1}).
\]

Multiplication by \(-u_nu'_n\) gives

\[
u_n-u'_n=u_nu'_n\sqrt{\frac{n+1}{n}}\,(u_{n+1}-u'_{n+1}). \tag{4}
\]

Moreover \(|u_n|\le\eta\sqrt n/(d_n-\varepsilon-\eta\sqrt{n+1})\), which falls as \(\eta/\sqrt n\). Repeated use of (4) from \(N\) down to a fixed \(n\ge M\) multiplies the initial difference by \(\sqrt{(N+1)/n}\prod_{j=n}^N u_ju'_j\), which tends to zero. The cut tails thus have a common limit. Its ratios define a solution \(f_n\) for \(n\ge M\), and (1) continues it down to \(n=0\). Because its ratios fall as \(n^{-1/2}\), \(f_n\) decays factorially and is normalizable.

## Why the fraction selects the minimal solution

For two solutions \(x,y\) of (1), multiply the equation for \(y\) by \(x_n\), the equation for \(x\) by \(y_n\), and subtract. The diagonal terms cancel, leaving

\[
\begin{aligned}
W&=\sqrt{n+1}\,(x_ny_{n+1}-x_{n+1}y_n)\\
&=\sqrt n\,(x_{n-1}y_n-x_ny_{n-1}).
\end{aligned}
\tag{5}
\]

So \(W\), the Casoratian \(x_ny_{n+1}-x_{n+1}y_n\) weighted by \(\sqrt{n+1}\), does not depend on \(n\). It is nonzero for independent solutions. Take \(x=f\) and any independent solution \(y=h\). Then

\[
\frac{h_{n+1}}{f_{n+1}}-\frac{h_n}{f_n}=\frac{W}{\sqrt{n+1}\,f_nf_{n+1}}.
\]

In the tail \(f_nf_{n+1}<0\), so all increments have one sign, and their magnitudes grow without bound. Hence \(f_n/h_n\to0\), which is the definition of \(f\) as the minimal solution. Nor can \(h\) be normalizable: if it were bounded, the factorial decay of \(f\) would make \(W\) in (5) tend to zero.

Pincherle's theorem says that a continued fraction of this kind converges when its recurrence has a minimal solution, and that its value is the ratio of that solution's first two terms. Here the proof is short. Let \(A\) and \(B\) solve (1) for \(n\ge1\) with \((A_0,A_1)=(1,0)\) and \((B_0,B_1)=(0,1)\). A solution with \(c_0=1\) is \(A+u_1B\). The cut condition \(c_{N+1}=0\) gives

\[
u_1^{(N)}=-\frac{A_{N+1}}{B_{N+1}}.
\]

If \(f_0\ne0\), then \(f/f_0=A+(f_1/f_0)B\). The solution \(B\) is independent of \(f\), since \(B_0=0\), and hence

\[
u_1^{(N)}=\frac{f_1}{f_0}-\frac{f_{N+1}}{f_0B_{N+1}}\longrightarrow\frac{f_1}{f_0}.
\]

If \(f_0=0\), \(B\) is itself minimal and \(A\) is not, so \(|u_1^{(N)}|\to\infty\): \(F\) has a pole. No eigenvalue is lost there. With \(c_0=0\), the \(n=0\) equation forces \(c_1=0\), and (1) then makes every amplitude vanish. The zeros of \(F\) are therefore the eigenvalues of the sector. Each is nondegenerate, because \(c_0\) fixes the whole vector; levels of opposite parity may still coincide.

## Locating a chosen level

Differentiating (2) gives

\[
q'_n=-1+\frac{(n+1)\eta^2}{q_{n+1}^2}q'_{n+1}=-1+u_{n+1}^2q'_{n+1}.
\]

Iterating from \(n=0\), and using \(f_n/f_0=u_1u_2\cdots u_n\),

\[
F'(\varepsilon)=-\sum_{n=0}^{\infty}\left(\frac{f_n}{f_0}\right)^2<0. \tag{6}
\]

Away from poles, the tail bounds make the cut sums converge uniformly on small energy intervals, which justifies differentiating the limit. A Newton correction is \(\varepsilon\leftarrow\varepsilon+F/\sum_n(f_n/f_0)^2\). It is suitable only when the starting error is small compared with the distance from the root to the nearest pole; otherwise a step may cross the pole. That distance shrinks quickly with the coupling: for the \(p=-1\) ground level at \(\Delta=1\) it is \(0.59\), \(9.8\times10^{-4}\) and \(1.7\times10^{-6}\) at \(\eta=1,3,4\), and at \(\eta=3\) iterations started \(10^{-3}\) from the root end several units away from it. Bisection on a level count avoids this.

Let \(T_N\) be the parity matrix with indices \(0,\ldots,N\). Eliminate from its last row upwards:

\[
T_N-\varepsilon=UQU^{\mathsf T},\qquad Q=\mathrm{diag}(q_0,\ldots,q_N),
\]

where \(U\) has ones on its diagonal and entries \(U_{n,n+1}=\eta\sqrt{n+1}/q_{n+1}\). The off-diagonal product is \(U_{n,n+1}q_{n+1}=\eta\sqrt{n+1}\), and the diagonal product is \(q_n+U_{n,n+1}^2q_{n+1}=d_n-\varepsilon\), which is (2). Such a congruence preserves the numbers of positive and negative eigenvalues. The number of negative pivots is therefore the number of eigenvalues of \(T_N\) below \(\varepsilon\).

The same factorization shows that \(F_N\), the cut fraction, is \(\det(T_N-\varepsilon)\) divided by the determinant with row and column zero removed. These determinants have no common zero: expanding along the first row would make each smaller trailing determinant vanish in turn, including the empty one, which equals 1. Hence the cut fraction has exactly the eigenvalues of the \((N+1)\)-state parity-Fock matrix as its zeros. It offers a cheap way to find them, not a faster convergence with \(N\).

For a bracket, set \(b=a+\eta\). In one sector, with \(P=(-1)^{a^\dagger a}\) acting on the chain labelled by \(n\),

\[
\frac{H_p}{\hbar\omega}=a^\dagger a+\eta(a+a^\dagger)+\frac{p\Delta}{2}P
=b^\dagger b-\eta^2+\frac{p\Delta}{2}P. \tag{7}
\]

The last term has norm \(|\Delta|/2\). The min-max principle gives

\[
|\varepsilon_k-(k-\eta^2)|\le\frac{|\Delta|}{2},\qquad k=0,1,\ldots \tag{8}
\]

Cut eigenvalues lie at or above the exact ones and do not rise as \(N\) grows, by the variational principle. They may exceed the upper end of (8) at small \(N\), so the algorithm uses instead an upper bound on the absolute row sums of \(T_N\), which bounds every eigenvalue of \(T_N\).

```text
COUNT(eps, p, eta, Delta, N):
    q = d(N) - eps
    count = 1 if q < 0, otherwise 0
    for n = N-1 down to 0:
        if q == 0: q = tiny positive number
        q = d(n) - eps - (n+1)*eta^2/q
        if q < 0: count = count + 1
    return count

LEVEL(k, p, eta, Delta, N):        # 0 <= k <= N
    low  = -eta^2 - |Delta|/2 - 1
    high = N + |Delta| + 2*eta*sqrt(N+1) + 1
    repeat until the interval is small enough:
        mid = (low + high)/2
        if COUNT(mid, p, eta, Delta, N) > k: high = mid
        else: low = mid
    return (low + high)/2
```

One count costs \(O(N)\) operations and \(O(1)\) storage. With \(I\) bisections, \(L\) levels cost \(O(LIN)\). Increase \(N\) until the energy is stable to the required tolerance, starting above \(k+|\Delta|\) and taking large steps such as doubling. Stability from \(N\) to \(N+1\) alone can mislead, because for \(|\Delta|>1\) the \(d_n\) are not in increasing order: at \(\eta=0.05\), \(\Delta=5\), \(p=-1\), \(k=2\), the cuts \(N=2\) and \(N=3\) give \(3.501666\) and \(3.501665\), while the converged level is \(1.495421\).

## Rounding and the eigenvector

The count tolerates rounding well. With rounding factors \(1+\delta_i\), a computed pivot obeys

\[
q_n=\left[(d_n-\varepsilon)(1+\delta_1)-\frac{(n+1)\eta^2}{q_{n+1}}(1+\delta_2)\right](1+\delta_3).
\]

Dividing each pivot by its own positive factor \(1+\delta_3\) preserves its sign. The rescaled pivots satisfy (2) with slightly changed values of \(d_n-\varepsilon\) and of the squared couplings. The computed count is thus correct for a nearby matrix, barring overflow and underflow.

Forward recurrence is different. An error \(\delta\) in \(c_1\) adds \(\delta B_n\), and \(B\) is dominant at an eigenvalue. Even an energy correct to machine precision then yields a useless tail. Build the vector from the backward ratios instead:

\[
f_0=1,\qquad f_n=-\frac{\eta\sqrt n}{q_n}f_{n-1}.
\]

Since \(q_n=-\eta\sqrt n\,f_{n-1}/f_n\), a nearly vanishing amplitude \(f_{n-1}\) gives a nearly vanishing pivot. For \(n\ge2\) this does no harm, because by (2)

\[
u_{n-1}u_n=\frac{\eta^2\sqrt{n(n-1)}}{(d_{n-1}-\varepsilon)q_n-n\eta^2}
\]

stays finite as \(q_n\to0\). An exactly zero pivot is avoided by setting \(c_{N+1}=0\), \(c_N=1\), solving (1) for \(c_{n-1}\) and running downwards, rescaling if necessary; this is the same cut solution without division by pivots.

The construction does have a weak point. The backward ratios satisfy every equation of the cut problem except the one at \(n=0\), whose residual is \(F\). By (6), an energy error \(\delta\varepsilon\) small compared with the distance to the nearest pole gives \(|F|\approx|\delta\varepsilon|\,\|f\|^2\). The normalized vector \(c=f/\|f\|\) therefore has residual \(|F|/\|f\|\approx|\delta\varepsilon|\,\|f\|=|\delta\varepsilon|/|c_0|\). The last form holds more widely. Since \((T_N-\varepsilon)f=F\,e_0\), where \(e_0\) is the unit vector at \(n=0\), the residual equals \(1/\|(T_N-\varepsilon)^{-1}e_0\|\). This is close to \(|\delta\varepsilon|/|c_0|\) whenever \(|\delta\varepsilon|/|c_0|\) is small compared with the spacing to the neighbouring levels. Digits are lost when \(c_0\) is small. For the ground state at small \(\Delta\), \(|c_0|\approx e^{-\eta^2/2}\), so the loss grows quickly with the coupling.

At \(g=0\) the chain decouples and the levels are the \(d_n\); quotients containing \(1/\eta\) must not be used there.

## Truncation error in the Fock basis

Let \(c\) be an exact eigenvector and \(v\) the corresponding eigenvector of \(T_N\), with energy \(\varepsilon_N\). The first \(N+1\) exact equations say

\[
(T_Nc)_n=\varepsilon c_n-\eta\sqrt{N+1}\,c_{N+1}\delta_{nN}.
\]

Take the scalar product with \(v\) over \(n\le N\), and use \(v^{\mathsf T}T_N=\varepsilon_Nv^{\mathsf T}\). If \(v\cdot c\ne0\),

\[
\varepsilon_N-\varepsilon=-\eta\sqrt{N+1}\,\frac{v_Nc_{N+1}}{v\cdot c}. \tag{9}
\]

To see the rate, note that \((n+1)\eta^2/q_{n+1}\to\eta^2\). Equation (2) then gives

\[
q_n=n-\varepsilon-\eta^2+p(-1)^n\frac\Delta2+O(n^{-1}).
\]

The factor \(n/q_n\) is \(1+(\varepsilon+\eta^2)/n\), plus an alternating term of order \(1/n\) and terms of order \(n^{-2}\). The alternating series converges, so the product of ratios has the tail

\[
f_n\sim C(-\eta)^n\frac{n^{\varepsilon+\eta^2}}{\sqrt{n!}}. \tag{10}
\]

Now normalize \(c\) and \(v\) with the same overall sign. At fixed index \(v_j\to c_j\), because the Fock approximation converges. Higher up, the cut changes \(q_N\) by the relative amount \(\eta^2/N\) to leading order, and each step down reduces the relative change by a further factor of order \(1/N\). Thus \(v_N/c_N\to1\). Since also \(-\eta\sqrt{N+1}\,c_{N+1}\to\eta^2c_N\) in ratio, (9) gives

\[
\varepsilon_N-\varepsilon\sim\eta^2c_N^2,
\]

which, by (10), decreases as \(\eta^{2N+2}N^{2(\varepsilon+\eta^2)}/N!\), up to a constant.

## The displaced-Fock alternative

Let \(D(\beta)=e^{\beta(a^\dagger-a)}\) for real \(\beta\). The states \(D(-\eta)|m\rangle\) are eigenstates of \(b^\dagger b\) with eigenvalue \(m\), because \(D(\eta)aD(-\eta)=a-\eta\). Also \(PD(-\eta)=D(\eta)P\). Equation (7) therefore becomes

\[
\frac{H_{mn}}{\hbar\omega}=(m-\eta^2)\delta_{mn}+\frac{p\Delta}{2}(-1)^n\langle m|D(2\eta)|n\rangle. \tag{11}
\]

To evaluate the overlap, write \(D(\beta)=e^{-\beta^2/2}e^{\beta a^\dagger}e^{-\beta a}\), which follows from \([\beta a^\dagger,-\beta a]=\beta^2\). Expanding both exponentials for \(m\ge n\), with \(j\) bosons removed first,

\[
\begin{aligned}
\langle m|D(\beta)|n\rangle
&=e^{-\beta^2/2}\sum_{j=0}^n\frac{(-1)^j\beta^{m-n+2j}\sqrt{m!\,n!}}{j!(m-n+j)!(n-j)!}\\
&=\sqrt{\frac{n!}{m!}}\,\beta^{m-n}e^{-\beta^2/2}L_n^{(m-n)}(\beta^2).
\end{aligned}
\]

The sum is the definition of the associated Laguerre polynomial. For \(m<n\), use \(\langle m|D|n\rangle=(-1)^{n-m}\langle n|D|m\rangle\), since transposition reverses the sign of \(\beta\).

At \(\Delta=0\) this basis is exact. For small \(\Delta\), the ground-state couplings have squares

\[
|V_{m0}|^2=\frac{\Delta^2}{4}e^{-4\eta^2}\frac{(4\eta^2)^m}{m!},
\]

with energy denominator \(-m\). Keeping \(M\) states omits the second-order terms with \(m\ge M\). At fixed \(M\),

\[
\varepsilon^{(M)}-\varepsilon=\frac{\Delta^2}{4}e^{-4\eta^2}\sum_{m=M}^{\infty}\frac{(4\eta^2)^m}{m\,m!}+O(\Delta^3). \tag{12}
\]

The initial error is small, but its weights come from a Poisson distribution of mean \(4\eta^2\), so rapid convergence starts only beyond that number. In the Fock basis the zeroth-order ground state \(D(-\eta)|0\rangle\) has a photon distribution of mean \(\eta^2\). This explains the competition for small splitting; applying it at \(\Delta=1\) is an extrapolation.

The matrix (11) is dense, so full diagonalization costs \(O(M^3)\) operations and \(O(M^2)\) storage.

## Worked example at \(g=\omega\)

Choose \(\omega/2\pi=100\) THz and \(\Omega=g=\omega\). Then \(\eta=\Delta=1\) and \(\hbar\omega=413.5668\) meV. For \(p=-1\), \(d_0=-0.5\) and \(d_1=1.5\). The cut at \(N=1\) gives

\[
-0.5-\varepsilon-\frac1{1.5-\varepsilon}=0
\quad\Longrightarrow\quad \varepsilon^2-\varepsilon-1.75=0.
\]

Its lower root is \(0.5-\sqrt2=-0.9142\). The converged value is \(-1.1479\), so the two-state error is \(0.2337\), in units of \(\hbar\omega\). The lowest levels are:

| \(p\) | \(\varepsilon_0\) | \(\varepsilon_1\) | \(\varepsilon_2\) |
|---|---|---|---|
| \(-1\) | \(-1.147946\) | \(-0.231723\) | \(0.927044\) |
| \(+1\) | \(-1.010178\) | \(0.133435\) | \(1.104809\) |

The ground energy is \(-474.75\) meV. The first excitation is \(-1.0101783+1.1479457=0.1377674\), or \(56.98\) meV. The diagonal \(m=0\) elements of (11) for the two parities differ by \(\Delta e^{-2\eta^2}=e^{-2}=0.1353\): the small overlap of oppositely displaced oscillator states suppresses the bare splitting.

At the trial energy \(\varepsilon=0.3\), \(p=-1\), the cuts \(N=5,10,20\) give \(u_1=-0.297025,-0.419589,-0.419638\). Then \(F=-0.5-0.3-0.419638=-1.219638\), so this energy is not an eigenvalue of the \(p=-1\) sector, although the fraction converges. At the ground level, the backward ratios give \(c_{30}/c_0=2.84\times10^{-17}\), whereas forward recurrence gave \(0.110\) in one double-precision run. The latter number is amplified rounding error: a change in the last digit of the energy can alter even its sign.

The ground-state errors at \(\eta=1\), in units of \(\hbar\omega\), cross as the basis grows:

| States | Fock | Displaced |
|---|---|---|
| 1 | \(6.48\times10^{-1}\) | \(8.03\times10^{-2}\) |
| 4 | \(2.61\times10^{-2}\) | \(2.03\times10^{-2}\) |
| 6 | \(1.30\times10^{-3}\) | \(5.22\times10^{-3}\) |
| 12 | \(3.61\times10^{-9}\) | \(9.88\times10^{-6}\) |

The next table keeps \(\Delta=1\) and gives the number of states in the \(p=-1\) sector needed for a ground-state error below \(5\times10^{-2}\) / \(10^{-10}\):

| \(g/\omega\) | Fock | Displaced |
|---|---|---|
| 0.1 | 1 / 5 | 1 / 5 |
| 0.5 | 2 / 9 | 2 / 11 |
| 1 | 4 / 14 | 3 / 20 |
| 2 | 10 / 25 | 1 / 43 |
| 3 | 17 / 37 | 1 / 74 |

At \(g/\omega=2\), the one-state displaced energy is \(-4-\tfrac12e^{-8}=-4.00017\), against \(-4.01693\): an error of \(0.0168\). For these ground states, the displaced basis suits a rough energy at strong coupling, while the continued fraction with a Fock cut suits a precise one. The numerical check tests the levels against diagonalization of the full spin-boson matrix, and tests the Pincherle limit and both error formulas (9) and (12).

## Computed values

```
mode frequency w/2pi = 100.0 THz
g/w = 1.00, W/w = 1.00
hbar*w = 6.626070e-20 J = 413.5668 meV
levels p=-1 (hbar*w): -1.1479457293, -0.2317225002, 0.9270438659
levels p=+1 (hbar*w): -1.0101783012, 0.1334354543, 1.1048094636
max difference from full matrix = 1.2e-14 hbar*w
ground energy = -1.14794573 hbar*w = -474.7522 meV
first excitation = 0.13776743 hbar*w = 56.9760 meV
trial energy = 0.30 hbar*w, p = -1
u_1 cut at N=5: -0.297025054153
u_1 cut at N=10: -0.419588783973
u_1 cut at N=20: -0.419637744229
u_1 cut at N=60: -0.419637744229
F at trial energy = -1.21963774
dF/deps: difference -2.258224, formula -2.258224
tail exponent: found 1.3005, formula 1.3000
c_30/c_0 backward = 2.840e-17
c_30/c_0 forward  = 1.100e-01
Fock error, 8 states: 3.036879e-05 hbar*w
error identity:       3.036879e-05 hbar*w
error/(eta^2 c_N^2) at N=60: 0.97316
weak-splitting test: W/w = 1e-03, M = 6
displaced error: found 7.9582e-09, formula 7.9603e-09 hbar*w
ground errors (hbar*w) at g/w=1: states, Fock, displaced
  1  6.479e-01  8.028e-02
  2  2.337e-01  5.959e-02
  4  2.608e-02  2.030e-02
  6  1.295e-03  5.215e-03
  8  3.037e-05  9.114e-04
 10  4.095e-07  1.105e-04
 12  3.606e-09  9.875e-06
states for error < 5e-02 and < 1e-10 hbar*w
g/w: Fock loose, tight; displaced loose, tight; exact energy
0.1: 1, 5; 1, 5; -0.50501253
0.5: 2, 9; 2, 11; -0.63329424
1.0: 4, 14; 3, 20; -1.14794573
2.0: 10, 25; 1, 43; -4.01693361
3.0: 17, 37; 1, 74; -9.00714913
```
